# Zero net force and torque from total gradients in atom-centered bases: test program

```python
# Result under test: with basis functions carried by the nuclei, the total
# gradient gives zero net force; it also gives zero net torque if all angular
# shells are complete and the orbitals are stationary. The derivative of an
# integral with respect to one center is minus the sum of the other ones.
# Symbols: S overlap, h one-electron matrix, eri repulsion integrals (pq|rs),
# D density matrix (trace D S = electron number), F Fock matrix,
# W = D F D / 2 energy-weighted density, force = -gradient.
# Internally atomic units; printed numbers in eV and angstrom.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import block_diag, eigh, expm
from pyscf import gto

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
FORCE = HARTREE / BOHR
CHARGES = np.array([2.5, 0.9, 0.6])
CENTERS_ANG = np.array([[0.2, 0.1, -0.3], [1.4, 0.4, 0.0], [0.0, 1.1, 0.5]])
CENTERS = CENTERS_ANG / BOHR
ELECTRONS = 4
S_EXPONENTS = [5.0, 1.2, 0.3]
P_EXPONENT = 0.6
SHELLS = [[0, [a, 1.0]] for a in S_EXPONENTS] + [[1, [P_EXPONENT, 1.0]]]
PER_CENTER = 6
ALL = np.arange(3 * PER_CENTER)
STEP = 0.002  # bohr or radian


def basis_carrier(centers):
    """The label H only carries basis functions; its charge is never used."""
    atoms = [["H", tuple(float(x) for x in c)] for c in centers]
    return gto.M(atom=atoms, unit="Bohr", basis={"H": SHELLS},
                 spin=len(atoms) % 2, verbose=0)


def integrals(basis_centers, nuclei, keep=ALL):
    mol = basis_carrier(basis_centers)
    S = mol.intor("int1e_ovlp")
    h = mol.intor("int1e_kin")
    for charge, position in zip(CHARGES, nuclei):
        with mol.with_rinv_origin(position):
            h = h - charge * mol.intor("int1e_rinv")
    n = len(S)
    eri = mol.intor("int2e").reshape(n, n, n, n)
    two = np.ix_(keep, keep)
    return S[two], h[two], eri[np.ix_(keep, keep, keep, keep)]


def nuclear_repulsion(nuclei):
    return sum(CHARGES[i] * CHARGES[j] / np.linalg.norm(nuclei[i] - nuclei[j])
               for i in range(3) for j in range(i))


def mean_field(D, eri):
    return (np.einsum("pqrs,rs->pq", eri, D)
            - 0.5 * np.einsum("prqs,rs->pq", eri, D))


def density(F, S):
    C = eigh(F, S)[1][:, :ELECTRONS // 2]
    return 2 * C @ C.T


def solve_scf(centers, keep=ALL):
    S, h, eri = integrals(centers, centers, keep)
    D = density(h, S)
    focks, errors = [], []
    for _ in range(200):
        F = h + mean_field(D, eri)
        error = F @ D @ S - S @ D @ F
        if abs(error).max() < 1e-9:
            energy = 0.5 * np.sum(D * (h + F)) + nuclear_repulsion(centers)
            return energy, D, F, S
        focks = (focks + [F])[-6:]
        errors = (errors + [error.ravel()])[-6:]
        norms = np.array([np.linalg.norm(e) for e in errors])
        unit = np.array(errors) / norms[:, None]
        x = np.linalg.lstsq(unit @ unit.T, 1 / norms, rcond=1e-13)[0] / norms
        D = density(sum(w * f for w, f in zip(x / x.sum(), focks)), S)
    raise RuntimeError("self-consistency not reached")


def slope(f):
    """Fourth-order central difference at zero displacement."""
    return (8 * (f(STEP) - f(-STEP)) - (f(2 * STEP) - f(-2 * STEP))) / (12 * STEP)


def moved(centers, atom, axis, shift):
    result = centers.copy()
    result[atom, axis] += shift
    return result


def gradient(function):
    return np.array([[slope(lambda t: function(moved(CENTERS, a, x, t)))
                      for x in range(3)] for a in range(3)])


def lagrangian(basis_centers, nuclei, D, W, keep=ALL):
    S, h, eri = integrals(basis_centers, nuclei, keep)
    return (np.sum(D * h) + 0.5 * np.sum(D * mean_field(D, eri))
            + nuclear_repulsion(nuclei) - np.sum(W * S))


def fixed_density_gradient(D, W, keep=ALL):
    return gradient(lambda c: lagrangian(c, c, D, W, keep))


def torque(forces):
    return np.cross(CENTERS, forces).sum(axis=0)


def show(label, values, unit, digits=4):
    values = np.atleast_1d(np.round(values, digits)) + 0.0
    print(label + ":", " ".join(f"{v:.{digits}f}" for v in values), unit)


# Integral derivatives: the last center is obtained from the others and then
# compared with an actual displacement of that center.
mol = basis_carrier(CENTERS)
a, b, c, d = [slice(k * PER_CENTER, (k + 1) * PER_CENTER) for k in range(4)]
for x in range(3):
    for name, derivative in (("int1e_ovlp", "int1e_ipovlp"),
                             ("int1e_kin", "int1e_ipkin")):
        bra = -mol.intor(derivative)[x][a, b]
        ket = slope(lambda t: basis_carrier(
            moved(CENTERS, 1, x, t)).intor(name)[a, b])
        assert np.allclose(ket, -bra, atol=1e-7)

with mol.with_rinv_origin(CENTERS[2]):
    P = mol.intor("int1e_iprinv")
bra_v = CHARGES[2] * P[:, a, b]
ket_v = CHARGES[2] * P[:, b, a].transpose(0, 2, 1)
operator_v = -(bra_v + ket_v)


def attraction(position):
    with mol.with_rinv_origin(position):
        return -CHARGES[2] * mol.intor("int1e_rinv")[a, b]


operator_moved = np.array([slope(lambda t: attraction(
    CENTERS[2] + t * np.eye(3)[x])) for x in range(3)])
assert np.allclose(operator_v, operator_moved, atol=1e-7)

FOURTH_ANG = np.array([1.0, -0.6, 0.9])
four = np.vstack([CENTERS, FOURTH_ANG / BOHR])
n4 = 4 * PER_CENTER
ip = basis_carrier(four).intor("int2e_ip1").reshape(3, n4, n4, n4, n4)
der_a = -ip[:, a, b, c, d]
der_b = -ip[:, b, a, c, d].transpose(0, 2, 1, 3, 4)
der_c = -ip[:, c, d, a, b].transpose(0, 3, 4, 1, 2)
der_d = -(der_a + der_b + der_c)


def repulsion_block(centers):
    full = basis_carrier(centers).intor("int2e").reshape(n4, n4, n4, n4)
    return full[a, b, c, d]


der_d_moved = np.array([slope(lambda t: repulsion_block(moved(four, 3, x, t)))
                        for x in range(3)])
assert np.allclose(der_d, der_d_moved, atol=1e-7)

# Converged total gradient and its two parts.
energy, D, F, S = solve_scf(CENTERS)
W = 0.5 * D @ F @ D
levels = eigh(F, S, eigvals_only=True)
total = -fixed_density_gradient(D, W)
hellmann = -gradient(lambda q: lagrangian(CENTERS, q, D, W))
pulay = -gradient(lambda q: lagrangian(q, CENTERS, D, W))
relaxed = -gradient(lambda q: solve_scf(q)[0])
assert np.allclose(total, relaxed, atol=1e-6)
assert np.allclose(total, hellmann + pulay, atol=1e-6)
assert abs(relaxed.sum(axis=0)).max() < 1e-6
assert abs(torque(relaxed)).max() < 1e-6
assert abs(total.sum(axis=0)).max() < 1e-6
assert abs(torque(total)).max() < 1e-6
assert np.linalg.norm(hellmann.sum(axis=0)) * FORCE > 1e-3

# Zero net force needs no property of D and W except symmetry.
rng = np.random.default_rng(3)
random_D, random_W = [0.05 * (m + m.T) for m in rng.normal(size=(2, 18, 18))]
random_forces = -fixed_density_gradient(random_D, random_W)
assert abs(random_forces.sum(axis=0)).max() < 1e-6
assert abs(random_forces).max() > 1e-3

# Rotation of all integrals for complete shells, at a finite angle.
axis = np.array([1.0, 2.0, -1.0]) / np.sqrt(6.0)
Q = expm(0.7 * np.cross(axis, np.eye(3)).T)
U = block_diag(*[block_diag(np.eye(3), Q.T)] * 3)
S0, h0, eri0 = integrals(CENTERS, CENTERS)
S1, h1, eri1 = integrals(CENTERS @ Q.T, CENTERS @ Q.T)
assert np.allclose(S1, U.T @ S0 @ U, atol=1e-10)
assert np.allclose(h1, U.T @ h0 @ U, atol=1e-10)
eri_rotated = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri0, U, U, U, U,
                        optimize=True)
assert np.allclose(eri1, eri_rotated, atol=1e-10)

# Unconverged density: orbitals of the bare one-electron matrix.
core_D = density(h0, S0)
core_F = h0 + mean_field(core_D, eri0)
core_forces = -fixed_density_gradient(core_D, 0.5 * core_D @ core_F @ core_D)
residual = core_F @ core_D @ S0 - S0 @ core_D @ core_F
predicted = []
for direction in np.eye(3):
    generator = block_diag(*[block_diag(np.zeros((3, 3)),
                                        np.cross(direction, np.eye(3)))] * 3)
    predicted.append(-2 * np.trace(
        core_D @ core_F @ (np.eye(18) - 0.5 * core_D @ S0) @ generator))
assert abs(core_forces.sum(axis=0)).max() < 1e-6
assert np.allclose(torque(core_forces), predicted, atol=1e-6)
assert np.linalg.norm(predicted) * HARTREE > 1e-3

# Overlap term forgotten: zero sum, but wrong forces and a false torque.
no_overlap = -fixed_density_gradient(D, np.zeros_like(W))
assert abs(no_overlap.sum(axis=0)).max() < 1e-6
assert abs(no_overlap - relaxed).max() * FORCE > 1e-3
assert np.linalg.norm(torque(no_overlap)) * HARTREE > 1e-3

# Incomplete shell: p_x removed from center 1.
keep = np.delete(ALL, 3)
cut_energy, cut_D, cut_F, cut_S = solve_scf(CENTERS, keep)
cut_forces = -fixed_density_gradient(cut_D, 0.5 * cut_D @ cut_F @ cut_D, keep)


def rotated_energy(direction, angle, kept):
    turn = expm(angle * np.cross(direction, np.eye(3)).T)
    return solve_scf(CENTERS @ turn.T, kept)[0]


cut_torque = np.array([-slope(lambda t: rotated_energy(n, t, keep))
                       for n in np.eye(3)])
assert abs(cut_forces.sum(axis=0)).max() < 1e-6
assert np.allclose(torque(cut_forces), cut_torque, atol=1e-6)
assert np.linalg.norm(cut_torque) * HARTREE > 1e-3
z_axis = np.array([0.0, 0.0, 1.0])
full_change = rotated_energy(z_axis, np.pi / 2, ALL) - energy
cut_change = rotated_energy(z_axis, np.pi / 2, keep) - cut_energy
assert abs(full_change) < 1e-8
assert abs(cut_change) * HARTREE > 1e-3

show("Nuclear charges", CHARGES, "e", 1)
print("Electrons:", ELECTRONS)
for k in range(3):
    show(f"Center {k + 1} position", CENTERS_ANG[k], "angstrom", 1)
show("s exponents", np.array(S_EXPONENTS) / BOHR**2, "angstrom^-2")
show("p exponent", P_EXPONENT / BOHR**2, "angstrom^-2")
show("Total energy", energy * HARTREE, "eV")
show("Occupied levels", levels[:2] * HARTREE, "eV")
show("Lowest empty level", levels[2] * HARTREE, "eV")
for name, forces in (("Total", total), ("Hellmann-Feynman", hellmann),
                     ("Pulay", pulay)):
    for k in range(3):
        show(f"{name} force, center {k + 1}", forces[k] * FORCE, "eV/angstrom")
    show(f"{name} force, sum", forces.sum(axis=0) * FORCE, "eV/angstrom")
    show(f"{name} torque, sum", torque(forces) * HARTREE, "eV")
print(f"Largest gap, fixed-D vs re-solved force: "
      f"{abs(total - relaxed).max() * FORCE:.1e} eV/angstrom")
print("Single integrals, most diffuse s functions, x derivatives:")
show("Attraction: bra, ket, operator from translation",
     np.array([v[0, 2, 2] for v in (bra_v, ket_v, operator_v)]) * FORCE,
     "eV/angstrom")
show("Attraction: operator center displaced",
     operator_moved[0, 2, 2] * FORCE, "eV/angstrom")
show("Fourth basis center", FOURTH_ANG, "angstrom", 1)
show("Repulsion: centers 1, 2, 3, and 4 from translation",
     np.array([v[0, 2, 2, 2, 2] for v in (der_a, der_b, der_c, der_d)]) * FORCE,
     "eV/angstrom")
show("Repulsion: center 4 displaced",
     der_d_moved[0, 2, 2, 2, 2] * FORCE, "eV/angstrom")
show("Unconverged: largest element of FDS-SDF",
     abs(residual).max() * HARTREE, "eV")
show("Unconverged: net force", core_forces.sum(axis=0) * FORCE, "eV/angstrom")
show("Unconverged: net torque", torque(core_forces) * HARTREE, "eV")
show("Unconverged: torque from trace formula",
     np.array(predicted) * HARTREE, "eV")
show("No overlap term: net force", no_overlap.sum(axis=0) * FORCE, "eV/angstrom")
show("No overlap term: net torque", torque(no_overlap) * HARTREE, "eV")
show("No overlap term: largest force error",
     abs(no_overlap - relaxed).max() * FORCE, "eV/angstrom")
show("p_x removed: energy rise", (cut_energy - energy) * HARTREE, "eV")
show("p_x removed: net force", cut_forces.sum(axis=0) * FORCE, "eV/angstrom")
show("p_x removed: net torque", torque(cut_forces) * HARTREE, "eV")
show("p_x removed: minus dE/dangle", cut_torque * HARTREE, "eV")
show("Energy change, 90 deg about z, full shells", full_change * HARTREE, "eV")
show("Energy change, 90 deg about z, p_x removed", cut_change * HARTREE, "eV")
print("all good")
```

Printed output:

```
Nuclear charges: 2.5 0.9 0.6 e
Electrons: 4
Center 1 position: 0.2 0.1 -0.3 angstrom
Center 2 position: 1.4 0.4 0.0 angstrom
Center 3 position: 0.0 1.1 0.5 angstrom
s exponents: 17.8553 4.2853 1.0713 angstrom^-2
p exponent: 2.1426 angstrom^-2
Total energy: -137.3868 eV
Occupied levels: -40.1139 -5.3028 eV
Lowest empty level: 6.3073 eV
Total force, center 1: -5.7979 -5.5709 -4.7859 eV/angstrom
Total force, center 2: 1.6547 4.1099 3.4058 eV/angstrom
Total force, center 3: 4.1432 1.4610 1.3800 eV/angstrom
Total force, sum: 0.0000 0.0000 0.0000 eV/angstrom
Total torque, sum: 0.0000 0.0000 0.0000 eV
Hellmann-Feynman force, center 1: -2.5280 -3.5119 -2.9633 eV/angstrom
Hellmann-Feynman force, center 2: 0.9305 3.6116 2.9680 eV/angstrom
Hellmann-Feynman force, center 3: 3.5343 0.9795 0.9612 eV/angstrom
Hellmann-Feynman force, sum: 1.9367 1.0792 0.9659 eV/angstrom
Hellmann-Feynman torque, sum: 0.4049 -1.0370 0.3468 eV
Pulay force, center 1: -3.2699 -2.0590 -1.8225 eV/angstrom
Pulay force, center 2: 0.7243 0.4983 0.4379 eV/angstrom
Pulay force, center 3: 0.6089 0.4815 0.4188 eV/angstrom
Pulay force, sum: -1.9367 -1.0792 -0.9659 eV/angstrom
Pulay torque, sum: -0.4049 1.0370 -0.3468 eV
Largest gap, fixed-D vs re-solved force: 1.2e-09 eV/angstrom
Single integrals, most diffuse s functions, x derivatives:
Attraction: bra, ket, operator from translation: -2.8952 4.0466 -1.1514 eV/angstrom
Attraction: operator center displaced: -1.1514 eV/angstrom
Fourth basis center: 1.0 -0.6 0.9 angstrom
Repulsion: centers 1, 2, 3, and 4 from translation: 0.7483 -0.8536 0.7201 -0.6148 eV/angstrom
Repulsion: center 4 displaced: -0.6148 eV/angstrom
Unconverged: largest element of FDS-SDF: 17.6436 eV
Unconverged: net force: 0.0000 0.0000 0.0000 eV/angstrom
Unconverged: net torque: 0.0087 0.1478 -0.1826 eV
Unconverged: torque from trace formula: 0.0087 0.1478 -0.1826 eV
No overlap term: net force: 0.0000 0.0000 0.0000 eV/angstrom
No overlap term: net torque: 0.0024 0.0402 -0.0497 eV
No overlap term: largest force error: 3.0423 eV/angstrom
p_x removed: energy rise: 0.0452 eV
p_x removed: net force: 0.0000 0.0000 0.0000 eV/angstrom
p_x removed: net torque: 0.0000 -0.0370 0.0412 eV
p_x removed: minus dE/dangle: 0.0000 -0.0370 0.0412 eV
Energy change, 90 deg about z, full shells: 0.0000 eV
Energy change, 90 deg about z, p_x removed: -0.0323 eV
all good
```
